# Takahashi Relations and the Backward Recursion for Selected Entries of an Inverse: verification in Python

```python
"""
Selected inversion of a symmetric matrix A = L D L^T (L unit lower triangular).
Result under test: Z = A^-1 satisfies Z = D^-1 L^-1 + (I - L^T) Z, and a
backward sweep over columns gives all Z entries on the pattern of L + L^T:
    Z[j,i] = -sum_k Z[j,k] L[k,i],   Z[i,i] = 1/d[i] - sum_k L[k,i] Z[k,i],
where j and k run over rows[i], the structural subdiagonal rows of column i.
In the physical example A = z I - H, H is a real tight-binding Hamiltonian,
z is a complex energy and Z is the Green function. Energies are in eV.
Z is stored in a dictionary holding pattern entries only, so any attempt
to read an entry outside the pattern stops the program with a KeyError.
"""
import numpy as np
from scipy import constants


def column_structure(A):
    """Subdiagonal pattern of L, including fill, from the graph of A."""
    n = len(A)
    rows = [{k for k in range(i + 1, n) if A[k, i] != 0} for i in range(n)]
    for i in range(n):
        for j in rows[i]:
            rows[j].update(k for k in rows[i] if k > j)
    return [sorted(r) for r in rows]


def factorize(A, rows):
    """Sparse elimination without pivoting; returns L (dense array) and d."""
    n = len(A)
    work = {(i, i): A[i, i] for i in range(n)}
    work.update({(k, i): A[k, i] for i in range(n) for k in rows[i]})
    L = np.eye(n, dtype=complex)
    d = np.zeros(n, dtype=complex)
    for i in range(n):
        d[i] = work[i, i]
        for k in rows[i]:
            L[k, i] = work[k, i] / d[i]
        for j in rows[i]:
            for k in rows[i]:
                if k >= j:
                    work[k, j] -= L[k, i] * d[i] * L[j, i]
    return L, d


def selected_inverse(L, d, rows, dropped=()):
    """Backward recursion; entries listed in dropped are wrongly set to zero."""
    Z, products = {}, 0
    for i in reversed(range(len(d))):
        for j in rows[i]:
            total = 0
            for k in rows[i]:
                total += L[k, i] * Z[max(j, k), min(j, k)]
                products += 1
            Z[j, i] = 0 if (j, i) in dropped else -total
        diagonal = 1 / d[i]
        for k in rows[i]:
            diagonal -= L[k, i] * Z[k, i]
            products += 1
        Z[i, i] = diagonal
    return Z, products


def largest_error(Z, reference):
    return max(abs(value - reference[key]) for key, value in Z.items())


def ring_hamiltonian(n, site, hop):
    H = np.diag([site if i % 2 == 0 else -site for i in range(n)]).astype(float)
    for i in range(n):
        j = (i + 1) % n
        H[i, j] = H[j, i] = hop
    return H


def show(value):
    value = complex(value)
    return f"{value.real + 0.0:.5f}{value.imag + 0.0:+.5f}i"


# ---- Six-site ring at one complex energy ----
n, site, hop, z = 6, 1.0, -1.0, 1.0j
H = ring_hamiltonian(n, site, hop)
A = z * np.eye(n) - H
rows = column_structure(A)
L, d = factorize(A, rows)
Z, products = selected_inverse(L, d, rows)
Z_dense = np.linalg.inv(A)

assert np.allclose(L @ np.diag(d) @ L.T, A, atol=1e-12)
right_side = np.diag(1 / d) @ np.linalg.inv(L) + (np.eye(n) - L.T) @ Z_dense
assert np.allclose(right_side, Z_dense, atol=1e-12)
assert largest_error(Z, Z_dense) < 1e-12

# Independent Bloch sum for the two kinds of diagonal entry.
k_values = 2 * np.pi * np.arange(n // 2) / n
band = np.sqrt(site**2 + 4 * hop**2 * np.cos(k_values)**2)
bloch = np.mean(1 / (z**2 - band**2))
for i in range(n):
    assert abs(Z[i, i] - (z + H[i, i]) * bloch) < 1e-12

fill = [(k, i) for i in range(n) for k in rows[i] if H[k, i] == 0]
missing = [(k, i) for i in range(n) for k in range(i + 1, n)
           if k not in rows[i]]
assert all(abs(Z_dense[key]) > 1e-3 for key in missing)
Z_bad, _ = selected_inverse(L, d, rows, dropped=fill)
assert abs(Z_bad[0, 0] - Z_dense[0, 0]) > 1e-3

print(f"Ring: sites {n}, site energies +/-{site:.1f} eV, hopping {hop:.1f} eV")
print(f"Complex energy z = {show(z)} eV")
for i in range(n):
    print(f"d{i+1} = {show(d[i])} eV; Z{i+1}{i+1} = {show(Z[i, i])} 1/eV")
for i in range(n):
    for k in rows[i]:
        print(f"L{k+1}{i+1} = {show(L[k, i])}; "
              f"Z{k+1}{i+1} = {show(Z[k, i])} 1/eV")
print("Fill positions:", " ".join(f"{k+1}{i+1}" for k, i in fill))
print("Pairs not computed:", " ".join(f"{k+1}{i+1}" for k, i in missing))
print(f"Uncomputed Z31 (dense inverse) = {show(Z_dense[2, 0])} 1/eV")
print(f"Z11 if fill entries of Z are dropped = {show(Z_bad[0, 0])} 1/eV")
print(f"Site-1 density of states, Lorentzian-broadened, per spin = "
      f"{-Z[0, 0].imag / np.pi:.5f} 1/eV")
print(f"Recursion multiplications, 6-site ring = {products}")

# ---- Linear cost for longer rings, with accuracy checked each time ----
ring_products = []
for length in (60, 120, 180):
    A_long = z * np.eye(length) - ring_hamiltonian(length, site, hop)
    rows_long = column_structure(A_long)
    L_long, d_long = factorize(A_long, rows_long)
    Z_long, count = selected_inverse(L_long, d_long, rows_long)
    assert largest_error(Z_long, np.linalg.inv(A_long)) < 1e-11
    ring_products.append(count)
    print(f"Recursion multiplications, {length}-site ring = {count}")
assert ring_products[2] - ring_products[1] == ring_products[1] - ring_products[0]

# ---- An accidental zero of L is not a zero of the inverse ----
L_given = np.array([[1, 0, 0, 0], [1, 1, 0, 0], [1, 0, 1, 0], [1, 1, 1, 1.0]])
L_given[3, 0] = 0
A_zero = L_given @ L_given.T
rows_zero = column_structure(A_zero)
L_zero, d_zero = factorize(A_zero, rows_zero)
Z_zero, _ = selected_inverse(L_zero, d_zero, rows_zero)
Z_wrong, _ = selected_inverse(L_zero, d_zero, rows_zero, dropped=[(2, 1)])
inverse_zero = np.linalg.inv(A_zero)
assert abs(L_zero[2, 1]) < 1e-14 and abs(inverse_zero[2, 1]) > 0.1
assert largest_error(Z_zero, inverse_zero) < 1e-12
assert abs(Z_wrong[0, 0] - inverse_zero[0, 0]) > 0.1
print("4x4 test matrix rows (dimensionless):",
      "; ".join(" ".join(f"{x:.0f}" for x in row) for row in A_zero))
print(f"4x4 test: L32 = {abs(L_zero[2, 1]):.1f}, "
      f"Z32 = {Z_zero[2, 1].real:.1f}")
print(f"4x4 test: Z11 = {Z_zero[0, 0].real:.1f}, "
      f"with Z32 dropped = {Z_wrong[0, 0].real:.1f}")

# ---- Density matrix and energy from selected entries on a contour ----
levels, orbitals = np.linalg.eigh(H)
occupied = levels < 0
P_exact = orbitals[:, occupied] @ orbitals[:, occupied].T
energy_exact = 2 * levels[occupied].sum()
energy_closed = -2 * (np.sqrt(5) + 2 * np.sqrt(2))
assert abs(energy_exact - energy_closed) < 1e-12
centre, radius = -2.0, 2.0
print(f"Contour centre = {centre:.1f} eV, radius = {radius:.1f} eV")
print("Ring levels (eV):", " ".join(f"{e:.5f}" for e in levels))
for nodes in (16, 32):
    P = {key: 0.0 for key in Z}
    for m in range(nodes // 2):
        step = radius * np.exp(2j * np.pi * (m + 0.5) / nodes)
        A_node = (centre + step) * np.eye(n) - H
        L_node, d_node = factorize(A_node, rows)
        Z_node, _ = selected_inverse(L_node, d_node, rows)
        for key in P:
            P[key] += 2 / nodes * (step * Z_node[key]).real
    weights = 1 / (1 + ((levels - centre) / radius)**nodes)
    P_filter = (orbitals * weights) @ orbitals.T
    assert largest_error(P, P_filter) < 1e-12
    energy = 2 * sum((1 if k == i else 2) * P[k, i] * H[k, i] for k, i in P)
    print(f"Energy, {nodes} contour nodes = {energy:.7f} eV; "
          f"error = {energy - energy_exact:.2e} eV")
assert largest_error(P, P_exact) < 1e-6
assert abs(energy - energy_exact) < 1e-5
print(f"Energy by diagonalization = {energy_exact:.7f} eV")
print(f"Energy, 32 nodes, converted = {energy * constants.e:.5e} J")
print(f"Electrons on sites 1 and 2 = {2*P[0, 0]:.5f}, {2*P[1, 1]:.5f}")
print(f"Density-matrix element P21 per spin = {P[1, 0]:.5f}")

# ---- Disordered square lattice in two elimination orders ----
side, z_grid = 12, 0.3 + 0.05j
size = side**2
rng = np.random.default_rng(7)
H_grid = np.diag(rng.uniform(-1, 1, size))
for x in range(side):
    for y in range(side):
        i = x * side + y
        if y + 1 < side:
            H_grid[i, i + 1] = H_grid[i + 1, i] = hop
        if x + 1 < side:
            H_grid[i, i + side] = H_grid[i + side, i] = hop
print(f"Lattice: {side} x {side} sites, z = {show(z_grid)} eV")
diagonals, grid_products = [], []
for name, order in (("row by row", np.arange(size)),
                    ("random", rng.permutation(size))):
    A_grid = z_grid * np.eye(size) - H_grid[np.ix_(order, order)]
    rows_grid = column_structure(A_grid)
    L_grid, d_grid = factorize(A_grid, rows_grid)
    Z_grid, count = selected_inverse(L_grid, d_grid, rows_grid)
    error = largest_error(Z_grid, np.linalg.inv(A_grid))
    assert error < 1e-9
    assert d_grid.imag.min() >= z_grid.imag - 1e-12
    diagonal = np.zeros(size, dtype=complex)
    diagonal[order] = [Z_grid[i, i] for i in range(size)]
    diagonals.append(diagonal)
    grid_products.append(count)
    share = 100 * len(Z_grid) / (size * (size + 1) / 2)
    print(f"Order {name}: {share:.1f} % of triangle, {count} multiplications")
    print(f"  smallest Im d = {d_grid.imag.min():.5f} eV, "
          f"max error = {error:.0e} 1/eV")
assert np.allclose(diagonals[0], diagonals[1], atol=1e-9)
assert grid_products[0] != grid_products[1]

print("all assertions hold")
```

Printed output:

```
Ring: sites 6, site energies +/-1.0 eV, hopping -1.0 eV
Complex energy z = 0.00000+1.00000i eV
d1 = -1.00000+1.00000i eV; Z11 = -0.27778-0.27778i 1/eV
d2 = 1.50000+1.50000i eV; Z22 = 0.27778-0.27778i 1/eV
d3 = -1.33333+1.33333i eV; Z33 = -0.27778-0.27778i 1/eV
d4 = 1.37500+1.37500i eV; Z44 = 0.27778-0.27778i 1/eV
d5 = -1.36364+1.36364i eV; Z55 = -0.27778-0.27778i 1/eV
d6 = 1.80000+1.80000i eV; Z66 = 0.27778-0.27778i 1/eV
L21 = -0.50000-0.50000i; Z21 = 0.22222+0.00000i 1/eV
L61 = -0.50000-0.50000i; Z61 = 0.22222+0.00000i 1/eV
L32 = 0.33333-0.33333i; Z32 = 0.22222+0.00000i 1/eV
L62 = 0.33333+0.00000i; Z62 = -0.05556+0.05556i 1/eV
L43 = -0.37500-0.37500i; Z43 = 0.22222+0.00000i 1/eV
L63 = 0.12500+0.12500i; Z63 = -0.11111+0.00000i 1/eV
L54 = 0.36364-0.36364i; Z54 = 0.22222+0.00000i 1/eV
L64 = -0.09091+0.00000i; Z64 = -0.05556+0.05556i 1/eV
L65 = -0.40000-0.40000i; Z65 = 0.22222+0.00000i 1/eV
Fill positions: 62 63 64
Pairs not computed: 31 41 51 42 52 53
Uncomputed Z31 (dense inverse) = 0.05556+0.05556i 1/eV
Z11 if fill entries of Z are dropped = -0.22727-0.22727i 1/eV
Site-1 density of states, Lorentzian-broadened, per spin = 0.08842 1/eV
Recursion multiplications, 6-site ring = 26
Recursion multiplications, 60-site ring = 350
Recursion multiplications, 120-site ring = 710
Recursion multiplications, 180-site ring = 1070
4x4 test matrix rows (dimensionless): 1 1 1 0; 1 2 1 1; 1 1 2 1; 0 1 1 3
4x4 test: L32 = 0.0, Z32 = 1.0
4x4 test: Z11 = 7.0, with Z32 dropped = 5.0
Contour centre = -2.0 eV, radius = 2.0 eV
Ring levels (eV): -2.23607 -1.41421 -1.41421 1.41421 1.41421 2.23607
Energy, 16 contour nodes = -10.1278757 eV; error = 1.11e-03 eV
Energy, 32 contour nodes = -10.1289900 eV; error = 2.09e-07 eV
Energy by diagonalization = -10.1289902 eV
Energy, 32 nodes, converted = -1.62284e-18 J
Electrons on sites 1 and 2 = 0.37952, 1.62048
Density-matrix element P21 per spin = 0.26692
Lattice: 12 x 12 sites, z = 0.30000+0.05000i eV
Order row by row: 16.7 % of triangle, 20174 multiplications
  smallest Im d = 0.05000 eV, max error = 5e-14 1/eV
Order random: 23.6 % of triangle, 68428 multiplications
  smallest Im d = 0.05000 eV, max error = 1e-13 1/eV
all assertions hold
```
